# Passivation or Porous Dealloying: Kinetic Monte Carlo for a Binary fcc Alloy: verification in Python

```python
"""Selective dissolution and surface diffusion of a random fcc binary alloy.

Result under test: with immobile noble atoms, dissolution limited to atoms
having at most m bonds has a unique final state and a threshold p_c(m).
Only m=11 is ordinary site percolation; smaller m raises the threshold.
With mobile atoms, passivation and porous dealloying are distinguished by
the growth of dissolved charge with slab thickness in a fixed time window.

Symbols: p = fraction of the less noble metal (Ag), n = occupied neighbours,
E = bond energy, phi = dissolution driving energy, Q = dissolved monolayers,
alpha = log2(Q_thick/Q_thin). Species: 0 empty, 1 Ag, 2 Au.
"""
import math
import random
from bisect import bisect_right
from itertools import accumulate
from operator import mul
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

# Offsets are (layer, in-plane 1, in-plane 2) in primitive fcc vectors.
OFFSETS = [(0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1),
           (0, 1, -1), (0, -1, 1), (1, 0, 0), (1, -1, 0),
           (1, 0, -1), (-1, 0, 0), (-1, 1, 0), (-1, 0, 1)]


def neighbour_table(size, layers):
    """Index N means inert floor; index N+1 means electrolyte above."""
    k, i, j = np.indices((layers, size, size)).reshape(3, -1)
    total = layers * size * size
    columns = []
    for dk, di, dj in OFFSETS:
        kk = k + dk
        index = (kk * size + (i + di) % size) * size + (j + dj) % size
        index = np.where(kk < 0, total, index)
        columns.append(np.where(kk >= layers, total + 1, index))
    return np.array(columns).T


def stripped_set(ag, table, max_bonds):
    """Final set dissolved when only atoms with n <= max_bonds can leave."""
    total = len(ag)
    wet = np.append((table == total + 1).sum(axis=1), [0, 0])
    live = np.append(ag, [False, False])
    needed = 12 - max_bonds
    front = np.flatnonzero(live & (wet >= needed))
    while front.size:
        live[front] = False
        touched = table[front].ravel()
        np.add.at(wet, touched, 1)
        front = np.unique(touched[live[touched] & (wet[touched] >= needed)])
    return ag & ~live[:total]


def piercing_fraction(uniform, table, size, max_bonds):
    """Smallest Ag fraction at which dissolution reaches the bottom layer."""
    low, high = 0.0, 1.0
    for _ in range(10):
        middle = 0.5 * (low + high)
        removed = stripped_set(uniform < middle, table, max_bonds)
        if removed[:size * size].any():
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


class SurfaceKMC:
    """Rejection-free class selection with null events for blocked hops."""

    def __init__(self, occupation, size, hop, dissolve, seed):
        occupation = np.asarray(occupation, dtype=int)
        total = len(occupation)
        table = neighbour_table(size, total // size**2)
        solid = np.append(occupation > 0, [True, False])
        self.bonds = solid[table].sum(axis=1).tolist()
        self.neighbours = [[t for t in row if t < total]
                           for row in table.tolist()]
        self.occ = occupation.tolist()
        self.position = [0] * total
        self.classes = [[] for _ in range(26)]
        for site, species in enumerate(self.occ):
            if species:
                members = self.classes[13 * (species - 1) + self.bonds[site]]
                self.position[site] = len(members)
                members.append(site)
        self.dissolve = list(dissolve)
        self.rates = ([12 * h + d for h, d in zip(hop, dissolve)]
                      + [12 * h for h in hop])
        self.rng = random.Random(seed)
        self.time = 0.0
        self.dissolved = self.hops = self.events = 0

    def change(self, site, species):
        """Fill an empty site or empty a filled one; update its neighbours."""
        occ, bonds = self.occ, self.bonds
        position, classes = self.position, self.classes
        if species:
            delta = 1
            members = classes[13 * (species - 1) + bonds[site]]
            position[site] = len(members)
            members.append(site)
        else:
            delta = -1
            members = classes[13 * (occ[site] - 1) + bonds[site]]
            last = members.pop()
            if last != site:
                place = position[site]
                members[place] = last
                position[last] = place
        occ[site] = species
        for other in self.neighbours[site]:
            old = bonds[other]
            bonds[other] = old + delta
            kind = occ[other]
            if kind:
                label = 13 * (kind - 1) + old
                members = classes[label]
                last = members.pop()
                if last != other:
                    place = position[other]
                    members[place] = last
                    position[last] = place
                members = classes[label + delta]
                position[other] = len(members)
                members.append(other)

    def step(self, limit=math.inf):
        """Perform one event; return False when the time window has ended."""
        cumulative = list(accumulate(
            map(mul, map(len, self.classes), self.rates)))
        total_rate = cumulative[-1]
        if total_rate == 0:
            self.time = limit
            return False
        draw = self.rng.random
        wait = -math.log(1.0 - draw()) / total_rate
        if self.time + wait > limit:
            self.time = limit
            return False
        self.time += wait
        self.events += 1
        label = bisect_right(cumulative, draw() * total_rate)
        members = self.classes[label]
        site = members[int(draw() * len(members))]
        kind, count = divmod(label, 13)
        if kind == 0 and draw() * self.rates[label] < self.dissolve[count]:
            self.change(site, 0)
            self.dissolved += 1
            return True
        direction = int(draw() * 12)
        choices = self.neighbours[site]
        if direction >= len(choices):
            return True
        target = choices[direction]
        if self.occ[target] or (count > 0 and self.bonds[target] == 1):
            return True
        species = self.occ[site]
        self.change(site, 0)
        self.change(target, species)
        self.hops += 1
        return True


# Rough Ag-Au regime; all attempt rates and energies are model inputs.
temperature = 300.0
bond = 0.15
nu_hop, nu_dissolve = 1e13, 1e4
window = 1e-5
lattice_nm = 0.41
kT = constants.k * temperature / constants.e
hop_rates = [nu_hop * math.exp(-n * bond / kT) for n in range(12)] + [0.0]
no_hops = [0.0] * 13


def dissolution_rates(phi):
    return [nu_dissolve * math.exp((phi - n * bond) / kT)
            for n in range(12)] + [0.0]


# Geometry: the offsets must be all nearest fcc neighbours, and no others.
primitive = np.array([[1, 1, 0], [0, 1, 1], [1, 0, 1]]) / 2
grid = np.array([(a, b, c) for a in range(-3, 4) for b in range(-3, 4)
                 for c in range(-3, 4) if (a, b, c) != (0, 0, 0)])
lengths = np.linalg.norm(grid @ primitive, axis=1)
nearest = {tuple(v) for v in grid[np.isclose(lengths, lengths.min())].tolist()}
assert nearest == set(OFFSETS)

# Frozen m=11 dissolution against an independent connected-component search.
rng = np.random.default_rng(17)
test_size = 14
test_table = neighbour_table(test_size, test_size)
number = test_size**3
test_ag = rng.random(number) < 0.25
start = np.repeat(np.arange(number), 12)
end = test_table.ravel()
inside = end < number
start, end = start[inside], end[inside]
linked = test_ag[start] & test_ag[end]
graph = coo_matrix((np.ones(linked.sum()), (start[linked], end[linked])),
                   shape=(number, number))
_, cluster = connected_components(graph, directed=False)
top_sites = np.arange(number - test_size**2, number)
top_clusters = np.unique(cluster[top_sites[test_ag[top_sites]]])
connected = test_ag & np.isin(cluster, top_clusters)
assert np.array_equal(connected, stripped_set(test_ag, test_table, 11))

# Random event order must reach the deterministic m=9 final state.
test_ag = rng.random(number) < 0.42
limited = [rate if n <= 9 else 0.0
           for n, rate in enumerate(dissolution_rates(1.5))]
for seed in (3, 4):
    engine = SurfaceKMC(np.where(test_ag, 1, 2), test_size,
                        no_hops, limited, seed)
    while engine.step():
        pass
    removed = np.array(engine.occ) == 0
    assert np.array_equal(removed, stripped_set(test_ag, test_table, 9))
all_ag = np.ones(number, dtype=bool)
assert not stripped_set(all_ag, test_table, 8).any()
assert stripped_set(all_ag, test_table, 9).all()

# Dissolution edge: isolated n=9 atoms at k_E*t=1.
edge_size = 60
sites = np.full((edge_size, edge_size), 2)
sites[::3, ::3] = 1
edge_phi = 9 * bond - kT * math.log(nu_dissolve * window)
engine = SurfaceKMC(sites.ravel(), edge_size, no_hops,
                    dissolution_rates(edge_phi), 8)
while engine.step(window):
    pass
edge_fraction = engine.dissolved / np.count_nonzero(sites == 1)
assert abs(edge_fraction - (1 - math.exp(-1))) < 0.10

# Absolute adatom hop rate on a flat face: six open directions.
base = np.concatenate([np.full(36, 2), np.zeros(36, dtype=int)])
base[36] = 2
engine = SurfaceKMC(base, 6, hop_rates, no_hops, 12)
mobility_time = math.exp(3 * bond / kT) / nu_hop
while engine.step(500 * mobility_time):
    pass
hops_per_time = engine.hops / 500
assert abs(hops_per_time - 6) < 0.5

# Equilibrium of two adatoms: time average against the Boltzmann sum.
base[50] = 2
reduced_bond = 1.16
pair_hops = [math.exp(-reduced_bond * n) if n < 6 else 0.0
             for n in range(13)]
engine = SurfaceKMC(base, 6, pair_hops, no_hops, 21)
paired_time = 0.0
for _ in range(40000):
    paired = len(engine.classes[13 + 4]) == 2
    before = engine.time
    engine.step()
    paired_time += paired * (engine.time - before)
pair_kmc = paired_time / engine.time
pair_weight = 6 * math.exp(reduced_bond)
pair_exact = pair_weight / (pair_weight + 29)
assert abs(pair_kmc - pair_exact) < 0.04

# Frozen thresholds at two sizes, using common random numbers for each m.
thresholds = {}
for size in (16, 32):
    table = neighbour_table(size, size)
    samples = [rng.random(size**3) for _ in range(4)]
    for max_bonds in (11, 10, 9):
        values = [piercing_fraction(sample, table, size, max_bonds)
                  for sample in samples]
        thresholds[size, max_bonds] = (np.mean(values),
                                       np.std(values, ddof=1) / 2)
fcc_site_threshold = 0.199  # established infinite-lattice comparison value
assert abs(thresholds[32, 11][0] - fcc_site_threshold) < 0.025
assert thresholds[32, 10][0] > thresholds[32, 11][0] + 0.02
assert thresholds[32, 9][0] > thresholds[32, 10][0] + 0.02

# Finite-time slabs: both thicknesses share the same uppermost layers.
slab_size, thick = 12, 12
thin = thick // 2
replicas = [rng.random(thick * slab_size**2) for _ in range(2)]


def dealloy(ag, phi, mobile, seed):
    occupation = np.concatenate([np.where(ag, 1, 2),
                                 np.zeros(3 * slab_size**2, dtype=int)])
    run = SurfaceKMC(occupation, slab_size,
                     hop_rates if mobile else no_hops,
                     dissolution_rates(phi), seed)
    while run.events < 300000 and run.step(window):
        pass
    assert run.time == window, "event cap reached before the time window"
    broken = sum(12 - n for n, kind in zip(run.bonds, run.occ) if kind)
    return (run.dissolved / slab_size**2,
            broken / (3 * slab_size**2), run.hops)


compositions = (0.25, 0.32, 0.40, 0.50, 0.70)
cases = [(p, 1.50) for p in compositions] + [(0.32, 1.65), (0.70, 1.35)]
results = {}
for p, phi in cases:
    for mobile in (False, True):
        thin_runs, thick_runs = [], []
        for seed, uniform in enumerate(replicas):
            ag = uniform < p
            thin_runs.append(dealloy(ag[thin * slab_size**2:],
                                     phi, mobile, 100 + seed))
            thick_runs.append(dealloy(ag, phi, mobile, 200 + seed))
        q_thin = np.mean([r[0] for r in thin_runs])
        q_thick, area, hops = np.mean(thick_runs, axis=0)
        alpha = math.log2(q_thick / q_thin)
        results[p, phi, mobile] = (q_thin, q_thick, alpha, area, hops)

for mobile in (False, True):
    assert results[0.25, 1.50, mobile][2] < 0.5
    assert results[0.70, 1.50, mobile][2] > 0.5
assert results[0.70, 1.50, True][3] < results[0.70, 1.50, False][3]
assert results[0.32, 1.65, False][1] > results[0.32, 1.50, False][1]

# Unit conversion and sizes of effects absent from the lattice model.
spacing_cm = lattice_nm * 1e-7 / math.sqrt(2)
charge_ml = constants.e / (math.sqrt(3) / 2 * spacing_cm**2)
main_charge = results[0.70, 1.50, True][1] * charge_ml
passive_charge = results[0.25, 1.50, True][1] * charge_ml
mean_current = main_charge / window
resistivity, gap_cm, ion_diffusion = 5.0, 0.1, 1e-5
ohmic_drop = mean_current * resistivity * gap_cm
faraday = constants.e * constants.N_A
ion_molar = (2000 * main_charge
             / (faraday * math.sqrt(math.pi * ion_diffusion * window)))
lab_time = 100.0
n_dissolve = (1.5 + kT * math.log(nu_dissolve * window)) / bond
n_mobile = kT * math.log(nu_hop * window) / bond
n_mobile_lab = kT * math.log(nu_hop * lab_time) / bond
phi_lab = 1.5 - kT * math.log(lab_time / window)
bond_error_factor = math.exp(9 * 0.1 * bond / kT)

print(f"T = {temperature:.0f} K; kT = {kT:.5f} eV; E = {bond:.2f} eV")
print(f"nu_D = {nu_hop:.1e} /s; nu_E = {nu_dissolve:.1e} /s")
print(f"time window = {window*1e6:.1f} us; lattice = {lattice_nm:.2f} nm")
print(f"rate factor per bond = {math.exp(bond/kT):.1f}")
for n in (8, 9, 10, 11):
    print(f"k_E(n={n}), phi=1.50 eV: {dissolution_rates(1.5)[n]:.3e} /s")
for n in (3, 4):
    print(f"k_D(n={n}) per direction: {hop_rates[n]:.3e} /s")
print(f"n_E = {n_dissolve:.2f}; n_D = {n_mobile:.2f} bonds")
print(f"edge test: phi = {edge_phi:.3f} eV; dissolved = {edge_fraction:.3f}")
print(f"edge expectation = {1-math.exp(-1):.3f}")
print(f"adatom hops in 1/k_D(3) = {hops_per_time:.2f}; expected 6")
print(f"pair probability: KMC {pair_kmc:.3f}; Boltzmann {pair_exact:.3f}")
print("Frozen piercing thresholds, Ag fraction (4 samples):")
for (size, m), (mean, error) in thresholds.items():
    print(f"L={size}, m={m}: {mean:.3f} +/- {error:.3f} (std. error)")
print(f"slabs: {slab_size}x{slab_size}, {thin}/{thick} layers, 2 samples")
print("Q in monolayers (ML); area relative to flat (111):")
for (p, phi, mobile), values in results.items():
    q1, q2, alpha, area, hops = values
    mode = "mobile" if mobile else "frozen"
    print(f"p={p:.2f} phi={phi:.2f} eV {mode}: Q={q1:.2f}/{q2:.2f} ML, "
          f"alpha={alpha:.2f}, area={area:.2f}, hops={hops:.0f}")
print(f"one monolayer charge = {charge_ml*1e6:.1f} uC/cm2")
print(f"p=0.25 mobile charge = {passive_charge*1e6:.1f} uC/cm2")
print(f"p=0.70 mobile charge = {main_charge*1e6:.1f} uC/cm2")
print(f"p=0.70 mean current = {mean_current:.1f} A/cm2")
print(f"electrolyte: {resistivity:.1f} ohm cm, gap {gap_cm*10:.1f} mm")
print(f"neglected ohmic drop = {ohmic_drop:.1f} V")
print(f"ion diffusivity = {ion_diffusion:.1e} cm2/s")
print(f"neglected surface ion concentration = {ion_molar:.2f} mol/L")
print(f"10% bond-energy error: n=9 rate factor {bond_error_factor:.1f}")
print(f"at {lab_time:.0f} s: same n_E needs phi = {phi_lab:.3f} eV")
print(f"at {lab_time:.0f} s: n_D = {n_mobile_lab:.2f} bonds")
print("OK")
```

Printed output:

```
T = 300 K; kT = 0.02585 eV; E = 0.15 eV
nu_D = 1.0e+13 /s; nu_E = 1.0e+04 /s
time window = 10.0 us; lattice = 0.41 nm
rate factor per bond = 331.0
k_E(n=8), phi=1.50 eV: 1.096e+09 /s
k_E(n=9), phi=1.50 eV: 3.310e+06 /s
k_E(n=10), phi=1.50 eV: 1.000e+04 /s
k_E(n=11), phi=1.50 eV: 3.021e+01 /s
k_D(n=3) per direction: 2.756e+05 /s
k_D(n=4) per direction: 8.326e+02 /s
n_E = 9.60; n_D = 3.17 bonds
edge test: phi = 1.410 eV; dissolved = 0.650
edge expectation = 0.632
adatom hops in 1/k_D(3) = 6.09; expected 6
pair probability: KMC 0.401; Boltzmann 0.398
Frozen piercing thresholds, Ag fraction (4 samples):
L=16, m=11: 0.172 +/- 0.009 (std. error)
L=16, m=10: 0.381 +/- 0.005 (std. error)
L=16, m=9: 0.569 +/- 0.006 (std. error)
L=32, m=11: 0.194 +/- 0.007 (std. error)
L=32, m=10: 0.376 +/- 0.005 (std. error)
L=32, m=9: 0.580 +/- 0.001 (std. error)
slabs: 12x12, 6/12 layers, 2 samples
Q in monolayers (ML); area relative to flat (111):
p=0.25 phi=1.50 eV frozen: Q=0.28/0.28 ML, alpha=0.00, area=1.41, hops=0
p=0.25 phi=1.50 eV mobile: Q=0.28/0.28 ML, alpha=-0.02, area=1.41, hops=0
p=0.32 phi=1.50 eV frozen: Q=0.34/0.35 ML, alpha=0.04, area=1.49, hops=0
p=0.32 phi=1.50 eV mobile: Q=0.34/0.33 ML, alpha=-0.04, area=1.45, hops=0
p=0.40 phi=1.50 eV frozen: Q=0.51/0.49 ML, alpha=-0.06, area=1.68, hops=0
p=0.40 phi=1.50 eV mobile: Q=0.46/0.48 ML, alpha=0.06, area=1.62, hops=8
p=0.50 phi=1.50 eV frozen: Q=1.24/1.26 ML, alpha=0.03, area=2.78, hops=0
p=0.50 phi=1.50 eV mobile: Q=1.15/1.22 ML, alpha=0.08, area=2.42, hops=59
p=0.70 phi=1.50 eV frozen: Q=4.24/8.48 ML, alpha=1.00, area=9.73, hops=0
p=0.70 phi=1.50 eV mobile: Q=4.25/8.45 ML, alpha=0.99, area=7.15, hops=1047
p=0.32 phi=1.65 eV frozen: Q=0.78/0.87 ML, alpha=0.15, area=2.80, hops=0
p=0.32 phi=1.65 eV mobile: Q=0.64/0.87 ML, alpha=0.44, area=2.75, hops=6
p=0.70 phi=1.35 eV frozen: Q=1.27/1.48 ML, alpha=0.22, area=2.29, hops=0
p=0.70 phi=1.35 eV mobile: Q=1.16/0.91 ML, alpha=-0.34, area=1.51, hops=18
one monolayer charge = 220.1 uC/cm2
p=0.25 mobile charge = 61.1 uC/cm2
p=0.70 mobile charge = 1861.0 uC/cm2
p=0.70 mean current = 186.1 A/cm2
electrolyte: 5.0 ohm cm, gap 1.0 mm
neglected ohmic drop = 93.1 V
ion diffusivity = 1.0e-05 cm2/s
neglected surface ion concentration = 2.18 mol/L
10% bond-energy error: n=9 rate factor 185.3
at 100 s: same n_E needs phi = 1.083 eV
at 100 s: n_D = 5.95 bonds
OK
```
